The order α(Zα)⁵ electron self-energy in hydrogen S states

In hydrogen with an infinitely heavy nucleus, the one-loop self-energy raises the 1S level by 2.5364×10⁻⁶ Ry at order α(Zα)⁴, and by a further 1.6773×10⁻⁸ Ry = 55.18 MHz at order α(Zα)⁵. The second number is 0.66 % of the first. It comes from the coefficient A50 = 9.29112 in

ΔE = (α/π)(Zα)⁴ (mc²/n³) [A41 ln(Zα)⁻² + A40 + Zα A50 + …],

and that coefficient is π(139/32 − 2 ln 2). Relativistic corrections to a Coulomb level go in steps of (Zα)², so a step of one power of Zα, with no logarithm of Zα and with a factor π, needs a different origin. It comes from momenta of order mc, far above the atomic scale Zα mc, where the electron scatters twice on the nucleus as a free particle.

The calculation uses ħ = c = m = 1 and the metric (+−−−). Energies are converted at the end with mc² = 2/α² Ry. The nucleus is a static point charge, γ = Zα, and only insertions on the electron line are counted.

For κ = |k| much larger than γ, the Schrödinger equation gives the tail of an S wave function as φ(k) ≈ φ(0)(−4πγ/κ²)(−2/κ²): the electron starts effectively at rest and one Coulomb photon gives it the momentum k. The radiative correction can sit on the tail on both sides of the matrix element, on the tail on one side with one explicit potential, or around two explicit potentials. In every case there are two Coulomb photons and two external electrons at rest, so

ΔE_hard = φ(0)² ∫d³k/(2π)³ (4πγ)² κ⁻⁴ T(κ),

where T is the forward amplitude. A third hard Coulomb photon would cost another power of γ. Let p = (1, 0), k = (0, k), q = p + k, S(q) = 1/(q̸ − 1), and let ⟨…⟩ be the expectation value in a rest spinor, γ⁰u = u, ūu = 1. Because p·k = 0, q² − 1 = −κ². The matrices k̸ and γ⁰ anticommute, k̸² = −κ², and ⟨k̸⟩ = ⟨γ⁰k̸⟩ = 0. The tree amplitude is T0 = ⟨γ⁰(γ⁰ + k̸ + 1)γ⁰⟩/(−κ²) = −2/κ², the Schrödinger propagator. Write the radiative correction as T1 = (α/π) t(κ). With φ(0)² = γ³/(πn³) and d³k/(2π)³ = κ²dκ/(2π²),

ΔE_hard = (α/π)(γ⁵/n³)(8/π) ∫dκ t(κ)/κ².

It will turn out that t → c₁ ln κ⁻² + c₀ at small κ, so this integral diverges like ln κ⁻²/κ at its lower limit. The true wave function cuts it off at κ ~ γ, which gives γ⁵/γ = γ⁴, with a logarithm of γ from c₁: these two terms are the lower order seen again through the tail of φ. For momenta of order γ the radiative correction is expanded in p²/m², and each further term costs γ². By this power counting the atomic region gives γ⁴ and γ⁶, and the odd power belongs to the remainder:

A50 = (8/π) ∫₀^∞ dκ t_sub/κ²,  t_sub = t − c₁ ln κ⁻² − c₀.

Power counting is not a proof, but a solvable case shows the rule at work. Take the perturbation δV = −γρ e^{−Mr}/r on the Schrödinger 1S state. Exactly, ⟨δV⟩ = −4ργ⁴/(M + 2γ)² = −4ργ⁴/M² + 16ργ⁵/M³ − …. In the scattering picture either Coulomb photon is replaced, which gives T = 2(−2/κ²)ρκ²/(κ² + M²) = −4ρ/(κ² + M²). Its constant term −4ρ/M² is the coefficient of γ⁴. The remainder is 4ρκ²/[M²(κ² + M²)], and (8/π)∫dκ 4ρ/[M²(κ² + M²)] = 16ρ/M³ is the coefficient of γ⁵. The case with a logarithm is taken up once c₁ is known. For l > 0, φ(0) = 0 and there is no such term.

Define the self-energy by S_full = 1/(q̸ − 1 − Σ), so that Σ(q) = −ie²∫d⁴l/(2π)⁴ γ^μ S(q − l)γ_μ/l² in Feynman gauge. In a potential the inner propagator becomes S + Sγ⁰V S + Sγ⁰V Sγ⁰V S + …, which defines the vertex Λ, with S γ⁰ S inside the same integral, and the spanning diagram Ξ, with S(p − l)γ⁰S(q − l)γ⁰S(p − l). Then

T1 = ⟨Ξ + Λ S(q)γ⁰ + γ⁰S(q) Λ + γ⁰S(q)(Σ(q) − δm)S(q)γ⁰⟩ + δZ2 T0.

Here δm = ⟨Σ(p)⟩, and each external leg carries √Z2 with δZ2 = ⟨∂Σ/∂p₀⟩. Since ∂S/∂p₀ = −Sγ⁰S, δZ2 = −⟨Λ(p, p)⟩.

The sum is the same in every covariant gauge of the radiative photon. Replace γ^μ…γ_μ by l̸…l̸, and write S = S(q), S′ = S(q − l). On shell ū l̸ S(p − l) = −ū and S(p − l) l̸ u = −u, because l̸ = (p̸ − 1) − (p̸ − l̸ − 1). Likewise S′ l̸ S = S l̸ S′ = S′ − S. Between the two γ⁰ the integrands are S′ from Ξ, −2(S′ − S) from the vertices, S′ − S − S l̸ S from Σ, +l₀SS from −δm, and −S from δZ2. The terms in S′ and in S cancel, and the rest is odd in l and integrates to zero.

The ultraviolet is regulated by subtracting the same diagram with photon mass Λ (Pauli–Villars; in Λ², ln Λ² and "large Λ" the symbol means this mass, elsewhere the vertex), and the infrared by a photon mass λ. The denominators are D1 = l² − μ² with μ the photon mass, D2 = l² − 2p·l, and D3 = l² − 2p·l − 2k·l − κ². With weights 1 − x, x − u and u, where 0 < u < x < 1, completing the square gives

(1 − x)D1 + (x − u)D2 + uD3 = (l − xp − uk)² − Δ − (1 − x)μ²,  Δ = x² + wκ²,  w = u(1 − u).

After the shift the electron momenta are a − l on the outer lines and b − l on the inner line, with a = yp − uk, b = yp + (1 − u)k, y = 1 − x. The rotation l₀ = il₄ turns −ie²∫d⁴l/(2π)⁴ into (α/π)·¼∫z dz with z = −l². In units of α/π this gives (l² − Δ)⁻³ → −1/(8Δ), (l² − Δ)⁻⁴ → 1/(24Δ²) and l²(l² − Δ)⁻⁴ → −1/(12Δ). The two logarithmic integrals, (l² − Δ)⁻² and l²(l² − Δ)⁻³, each give ¼(ℓ − ln Δ) after the subtraction, with ℓ = ln[(1 − x)Λ²] at large Λ. The contractions needed are γ^μγ_μ = 4, γ^μ a̸ γ_μ = −2a̸, γ^μ a̸b̸ γ_μ = 4a·b, γ^μ a̸b̸c̸ γ_μ = −2c̸b̸a̸, and l^μl^ν → l²g^{μν}/4.

The self-energy has only D1 and D3, so u = x and Σ(q) = ¼∫dx (4 − 2y q̸)(ℓ − ln Δ). At κ = 0 this gives δm = ¼∫dx (2 + 2x)(ℓ − ln x²). From (q̸ + 1)² = 2 − κ² + 2q̸ and ⟨q̸⟩ = 1 follow ⟨(q̸ + 1)²⟩ = 4 − κ² and ⟨q̸(q̸ + 1)²⟩ = (2 − κ²) + 2(1 − κ²) = 4 − 3κ². The factor multiplying ℓ − ln Δ is 4(4 − κ²) − 2y(4 − 3κ²) = 8(1 + x) + κ²(2 − 6x). The mass term has (2 + 2x)(4 − κ²) = 8(1 + x) − κ²(2 + 2x), and the two differ by 4κ²(1 − x). Therefore

t_Σ = (1/4κ⁴)∫dx {4κ²(1 − x)(ℓ − ln x²) − [8(1 + x) + κ²(2 − 6x)] ln(1 + (1 − x)κ²/x)}.

For the vertex, 1/(D1D2D3) carries the weight 2∫dx du. The term with two l is γ^μ l̸γ⁰l̸ γ_μ → (l²/4)(−2)(−2)γ⁰ = l²γ⁰. The term without l is N0 = −2b̸γ⁰a̸ + 8y − 2γ⁰. Multiplying out,

b̸γ⁰a̸ = (y + (1 − u)k̸γ⁰)(yγ⁰ − uk̸) = (y² − wκ²)γ⁰ + y(1 − 2u)k̸,

where k̸γ⁰k̸ = κ²γ⁰ was used. So Λ = ½∫∫[γ⁰(ℓ − ln Δ) − N0/(2Δ)]. It is multiplied on the right by S(q)γ⁰u = (2 + k̸)u/(−κ²). Using 8y − 2 − 2y² = 2(2 − 2x − x²), one finds ⟨γ⁰(2 + k̸)⟩ = 2 and ⟨N0(2 + k̸)⟩ = n0 + κ²n1, with

n0 = 4(2 − 2x − x²),  n1 = 4w + 2(1 − x)(1 − 2u).

The other vertex is the same string of matrices read backwards and has the same expectation value, so

t_V = −κ⁻²∫₀¹dx∫₀^x du [2(ℓ − ln Δ) − (n0 + κ²n1)/(2Δ)].

At κ = 0 the u integral gives a factor x and ⟨N0⟩ = n0/2. Then δZ2T0 is

t_Z = κ⁻²∫dx [x(ℓ − ln x²) − 2/x + 2 + x].

For the spanning diagram, 1/(D1D2²D3) carries the weight 6∫dx du (x − u). Moving the two γ⁰ together turns b̸ into b̸′ = yγ⁰ − (1 − u)k̸. The part without l is X = (a̸ + 1)(b̸′ + 1)(a̸ + 1) = a̸b̸′a̸ + 2a·b′ + b̸′ + a² + 2a̸ + 1, where a̸b̸′a̸ = 2(a·b′)a̸ − a²b̸′, a·b′ = y² − wκ² and a² = y² − u²κ². The scalar part of X is X₁ = 3y² + 1 − κ²u(2 − u), and the coefficient of γ⁰ is X₀ = y[y² + 3 − κ²u(2 − 3u)]. The contraction gives ⟨γ^μXγ_μ⟩ = 4X₁ − 2X₀ = m0 − κ²m1, with

m0 = 8 − 12x + 6x² + 2x³,  m1 = u[4 + 2u + x(4 − 6u)].

There are three terms with two l. In two of them l̸γ⁰l̸γ⁰ → −l²/2 multiplies a̸ + 1, and in the third l̸(b̸′ + 1)l̸ → l²(1 − b̸′/2). Their sum is l²(−a̸ − b̸′/2), whose γ⁰ coefficient −3y/2 becomes 3y after contraction. Hence

t_Ξ = ¼∫∫(x − u)[(m0 − κ²m1)/Δ² − 6(1 − x)/Δ].

Both regulators can now be removed. In t_V write ln Δ = ln x² + ln(Δ/x²). The factor ℓ − ln x² then appears with weight (1 − x) − 2x + x = 1 − 2x, whose integral is zero, so ln Λ² drops out. With ∫(1 − 2x)ln(1 − x) = ½, −2∫(1 − 2x)ln x = 1 and ∫(2 + x) = 5/2, these terms leave 4/κ². For the infrared, set A = x² + λ²(1 − x). The term −2/x in t_Z is then −2x/A. In t_Ξ the singular part at small x is ∫₀^x du 2x/(A + uκ²)² = (2x/κ²)[1/A − 1/(A + xκ²)]. The 1/A terms cancel at each x, what remains is integrable, and λ → 0 may be taken under the integral. With r = κ²,

t = 4/r − (1/4r²)∫dx [8(1 + x) + r(2 − 6x)] ln(1 + (1 − x)r/x) + (1/r)∫∫[2 ln(Δ/x²) + (n0 + r n1)/(2Δ)] + ∫dx {¼∫du (x − u)[(m0 − r m1)/Δ² − 6(1 − x)/Δ] − 2/(xr)}.

Terms of order 1/r would have the form of the tree amplitude T0, as a change of the charge or of the mass would give, and they cancel. In the self-energy, ∫ln(1 + (1 − x)r/x)dx = −r ln r/(1 − r) and the same integral weighted with x is r/2 at leading order, which gives (2 ln r − 1)/r. In the vertex put u = xv. The constant in n0 gives ∫∫4 dx dv/(x + vr) → 4(1 − ln r), and the rest gives ∫(−4 − 2x)dx = −5, together (−4 ln r − 1)/r. In the last line the constant in m0 with x = rξ gives (2/r)∫₀^{1/r}dξ {∫dv (1 − v)/(ξ + v)² − 1/ξ} = −(2/r)∫₀^{1/r} ln(1 + 1/ξ)dξ → (2 ln r − 2)/r. The logarithms add to 2 − 4 + 2 = 0 and the constants to 4 − 1 − 1 − 2 = 0.

The κ integral is done through the Mellin transform M(s) = ∫κ^{s−1}f(κ)dκ of each piece f. Suppose f contains κ^{−p} at small κ. To the right of s = p this term contributes ∫₀¹κ^{s−1−p}dκ = 1/(s − p). If it is subtracted for all κ, then to the left of s = p it contributes −∫₁^∞κ^{s−1−p}dκ = 1/(s − p), the same function. Differentiating with respect to p extends this to logarithms. The analytic continuation of M to −2 < s < 0 is therefore the transform of the piece with its small-κ terms subtracted, and a pure power such as 4/r gives zero. The 1/r terms cancel in the sum, so the total subtraction is c₁ ln κ⁻² + c₀, and A50 = (8/π)M(−1). The poles at s = 0 are 2c₁/s² + c₀/s.

The substitution wκ² = x²z turns ∫κ^{σ−1}Δ^{−n}dκ into ½x^{σ−2n}w^{−σ/2}Γ(σ/2)Γ(n − σ/2)/Γ(n). With K(σ) = π/[2 sin(πσ/2)],

Δ⁻¹ → K x^{σ−2}w^{−σ/2},  Δ⁻² → (1 − σ/2)K x^{σ−4}w^{−σ/2},  ln(Δ/x²) → (2K/σ) x^σ w^{−σ/2}.

The last form follows by partial integration, and σ = s + 2j for a term carrying κ^{2j}. Each piece has a strip in which both its κ and its parameter integrals converge: 0 < σ < 2 for Δ⁻¹, −2 < σ < 0 for the logarithms, 0 < s < 2 for m0 − 8, and −2 < s < 2 for m1. For the constant 8 in m0, the term −2/(xr) removes the leading large-κ term at fixed x. By the mirror image of the argument above, this moves the strip from 0 < s < 2 to 2 < s < 4 with the same analytic function, and there the remaining ∫dx x^{s/2−2} converges. The parameter integrals are

∫₀¹du u^{α−1}(1 − u)^{β−1}∫_u^1 x^{e−1}dx = [B(α, β) − B(α + e, β)]/e,

with Beta functions continued through Γ(α)Γ(β)/Γ(α + β). The arguments are integers ± s/2 and K has poles at even s, while 1/e is cancelled by a zero of the bracket. So M has poles only at even s. A pole at s = −1 would mean a term κ¹ in t, an integral ∫dκ/κ and a term γ⁵ ln γ, and there is none.

For the poles at s = 0 set s = 2δ and use Γ(δ)Γ(1 − δ) = 1/δ + O(δ), K(s) ≈ K(s − 4) ≈ 1/(2δ) and K(s ± 2) ≈ −1/(2δ). In the self-energy u = x, and x^i gives B(i + 1 + σ/2, 1 − σ/2). The term −2(1 + x) with σ = s − 4 has kernel −(1 + δ/2)/(4δ) and Betas (−2/δ + 1) + (1/δ − 3/2), which gives −1/(2δ²) − 1/(2δ). The term −(1 − 3x)/2 with σ = s − 2 has kernel (1 + δ)/(2δ) and Betas (1/δ − 1) − 3/2, which gives −1/(4δ²) + 3/(8δ). Thus M_Σ ≈ −3/(4δ²) − 1/(8δ).

In the vertex, the logarithm has the parameter integral B(1, 2) − B(2, 2) = 1/3 and gives 1/(3δ). For n0/2 = 4 − 4x − 2x², with α = β = 2 − δ and e = i − 3 + 2δ, the powers i = 0, 1, 2 give (1/6 + 1/δ)/(2δ − 3) = −1/(3δ) − 5/18, (7/6 − 1/δ)/(2δ − 2) = 1/(2δ) − 1/12, and 1/3. Their combination −10/(3δ) − 13/9 times −1/(2δ) is 5/(3δ²) + 13/(18δ). For n1/2, at δ = 0 the u integral divided by x² is 1/x − 1 + x/3. The 1/x term is regulated as ∫x^{δ−1}dx/(1 − δ) = 1/δ + 1 and the rest is −5/6, so the term gives 1/(2δ²) + 1/(12δ). Thus M_V ≈ 13/(6δ²) + 41/(36δ).

In the spanning diagram, expand (1 − u)^{−δ} = 1 + δu + …. A power x^i of m0/4 = 2 − 3x + 3x²/2 + x³/2 then gives 1/[(1 − δ)(2 − δ)(i − 1 + δ)] from the first term, and the second term survives only for i = 0, where δ/(6δ) = 1/6. The sum is −1 − (3/(2δ) + 9/4) + 3/4 + 1/8 + 1/3 = −3/(2δ) − 49/24, and the kernel (1 − δ)/(2δ) makes it −3/(4δ²) − 13/(48δ). The m1 term has no pole, since s = 0 lies in its strip. The last term is −(3/2)(1/(2δ))∫(1 − x)/2 dx = −3/(16δ). Thus M_Ξ ≈ −3/(4δ²) − 11/(24δ). The total is 2/(3δ²) + 5/(9δ) = c₁/(2δ²) + c₀/(2δ), so

t → (4/3) ln κ⁻² + 10/9.

These two terms can be identified. The nonrelativistic coupling −e p·A, summed over the two polarizations (average 2/3) with 4πα∫d³l/[(2π)³2ω], gives the shift (2α/3π)∫ω dω ⟨p (E − H − ω)⁻¹ p⟩. Adding back the term that renormalizes the kinetic mass turns ω/(E − H − ω) into (H − E)/(H − E + ω). Cut the integral off with Ω/(Ω + ω). In the scattering picture p vanishes on the outer lines, the middle state has energy ε = κ²/2, and

t_dip = (2/3)(2/κ²)²κ² ∫dω [Ω/(Ω + ω)] ε/(ε + ω) = (4/3) Ω ln(Ω/ε)/(Ω − ε).

At small κ this is (4/3)ln(2Ω/κ²), the same logarithm as in t. The difference 10/9 − (4/3)ln 2Ω is a constant, which acts as a contact term and enters the coefficient of γ⁴ directly, as in the Yukawa case. For the bound 1S state measure energies in mγ², let L = Ω/γ², and define F(ω) = ⟨p (H − E)(H − E + ω)⁻¹ p⟩. The sum rule ⟨p(H − E)p⟩ = ½⟨∇²V⟩ = 2, and the definition 2 ln k0 = ⟨p (H − E) ln[2(H − E)] p⟩, with k0 in Z² Ry, give E(L) = (2/3)∫dω F L/(L + ω) → (4/3)[ln 2L − ln k0]. Adding the contact term removes Ω and leaves A41 = 4/3 and A40 = 10/9 − (4/3)ln k0. The subtracted terms thus belong to the order α(Zα)⁴: c₁ is A41 and c₀ is the 10/9 in A40. They do not contain ln k0, which comes from the atomic region and needs the bound-state treatment.

The same model shows what the subtraction of a logarithm leaves. Here t_sub = (4/3)ε ln(Ω/ε)/(Ω − ε). With κ = √(2Ω) z and ∫₀^∞ (−2 ln z)dz/(1 − z²) = π²/2, the rule predicts a term c/√L in E(L) with c = (8π/3)√2 = 11.84769. The bound problem can be solved exactly. Write F = 1 − ωJ with J = ⟨p(H − E + ω)⁻¹p⟩ and η = √(1 + 2ω). The P-wave Sturmian functions s_n = r²e^{−ηr}L_n^{(3)}(2ηr) are hydrogenic functions for charge η(n + 2), so (H − E + ω)s_n = [η(n + 2) − 1]s_n/r. They are orthogonal with weight 1/r and norm (2η)⁻⁴(n + 3)!/n!, and their overlap with the source 2re^{−r} is 2[(n + 3)!/n!](1 − η)ⁿ/(1 + η)^{n+4}. Hence

J = [4(2η)⁴/(1 + η)⁸] Σ_n (n + 1)(n + 2)(n + 3) zⁿ/[η(n + 2) − 1],  z = [(1 − η)/(1 + η)]².

Dividing the cubic by n + 2 − 1/η leaves geometric sums and ∫₀¹y^{1−1/η}dy/(1 − zy), which is done by adaptive quadrature. From L dE/dL = 4/3 − c/(2√L) + …, with the ω integral done by the trapezoid rule in ln ω, the effective c is 11.7718 at L = 10⁸ and 11.846 at L = 10¹². The gap to 11.84769 falls from 0.076 to 0.002. The rate follows from the last integral: at large ω it behaves as ½ ln ω and gives F a part 4 ln ω/ω². This adds (4/3)ln²L/L to L dE/dL, so at leading logarithm the gap closes like (8/3)ln²L/√L. The computed gap is 0.84 of this estimate at L = 10⁸ and 0.88 at L = 10¹², and the ratio moves toward 1 only slowly.

It remains to evaluate M at s = −1. Since sin(πσ/2) = 1, −1, 1, −1 for σ = 1, −1, −3, −5, the kernels are: for Δ⁻¹, −π/2 (σ = −1) and π/2 (σ = −3); for Δ⁻², −3π/4 (σ = −1) and π/4 (σ = 1); for the logarithm, −π/3 (σ = −3) and π/5 (σ = −5). The Gamma values needed, in units of √π, are Γ(−3/2) = 4/3, Γ(−1/2) = −2, Γ(1/2) = 1, Γ(3/2) = 1/2, Γ(5/2) = 3/4, Γ(7/2) = 15/8. For the self-energy,

M_Σ = −(π/4){(8/5)[B(−3/2, 7/2) + B(−1/2, 7/2)] − (1/3)[2B(−1/2, 5/2) − 6B(1/2, 5/2)]}.

The four Betas are 5π/2, −15π/8, −3π/2 and 3π/8. The braces hold π + 7π/4, and M_Σ = −11π²/16.

For the vertex, the logarithm gives −(2/3)x⁻³w^{3/2}, n0 gives (2x⁻⁵ − 2x⁻⁴ − x⁻³)w^{3/2}, and n1 gives −x⁻³w^{3/2} − ½(1 − 2u)(x⁻³ − x⁻²)w^{1/2}, all times π. Integrating x from u to 1, the factor 2x⁻⁵ − 2x⁻⁴ − (8/3)x⁻³ of w^{3/2} becomes ½u⁻⁴ − (2/3)u⁻³ − (4/3)u⁻² + 3/2. The moments ∫w^{3/2}u^{−j} = B(5/2 − j, 5/2) are π, −3π/2, 3π/8 and 3π/128 for j = 4, 3, 2, 0, and the sum is π/2 + π − π/2 + 9π/256. In the other part (1 − 2u)(½u⁻² − u⁻¹ + ½) = ½u⁻² − 2u⁻¹ + 5/2 − u. The moments ∫w^{1/2}u^{−j} = B(3/2 − j, 3/2) are −π, π/2, π/8 and π/16 for j = 2, 1, 0, −1, which give −5π/4, and times −½ this is 5π/8. So M_V = π²(1 + 9/256 + 160/256) = 425π²/256.

For the spanning diagram,

M_Ξ = (π/4)∫∫(x − u){w^{1/2}[−6x⁻⁵ + 9x⁻⁴ − (3/2)x⁻³ − (9/2)x⁻²] − ¼ m1 x⁻³w^{−1/2}},

where the bracket is −(3/4)m0x⁻⁵ + 3(1 − x)x⁻³. Let E_n = ∫_u^1(x − u)x^{−n}dx:

E5 = u⁻³/12 − 1/3 + u/4,  E4 = u⁻²/6 − 1/2 + u/3,  E3 = u⁻¹/2 − 1 + u/2,  E2 = −ln u − 1 + u.

The bracket becomes −½u⁻³ + (3/2)u⁻² − (3/4)u⁻¹ + 7/2 − (15/4)u + (9/2)ln u. The u⁻³ moment vanishes, because the two arguments of its Beta function add to zero for every s and 1/Γ(0) = 0. The logarithm is the case e = 0, and differentiating B with respect to α gives ∫u^{α−1}(1 − u)^{β−1}ln u = B(α, β)[ψ(α) − ψ(α + β)]. With ψ(1/2) − ψ(1) = −2 ln 2 and ψ(z + 1) = ψ(z) + 1/z, ∫w^{1/2}ln u = (π/8)(½ − 2 ln 2). The w^{1/2} part is π[−3/2 − 3/8 + 7/16 − 15/64 + 9/32 − (9/8)ln 2] = π[−89/64 − (9/8)ln 2].

In the m1 part, u[(4 + 2u)E3 + (4 − 6u)E2] = 2 − 7u + 10u² − 5u³ − (4u − 6u²)ln u. The moments ∫u^j w^{−1/2} are π, π/2, 3π/8 and 5π/16, so the polynomial gives 11π/16. The logarithmic moments are (π/2)(1 − 2 ln 2) for u and (3π/8)(7/6 − 2 ln 2) for u², which give π(5/8 − ½ ln 2). The sum π(21/16 − ½ ln 2) times −¼ is π(−21/64 + (1/8)ln 2). Together,

M_Ξ = (π²/4)(−110/64 − ln 2) = −π²(55/128 + ¼ ln 2).

Adding the three, −176/256 + 425/256 − 110/256 = 139/256, so M(−1) = π²(139/256 − ¼ ln 2) = 3.648615 and

A50 = (8/π)M(−1) = π(139/32 − 2 ln 2) = 9.291121.

The shares −17.2788, 41.7243 and −15.1544 of Σ, V and Ξ belong to Feynman gauge and to this continuation, and only their sum has meaning. One factor π comes from the odd-σ kernel and one from the half-integer Beta functions, and one is divided out by 8/π. The ln 2 is the difference of ψ at half-integer and integer arguments.

The assembled four-dimensional t can also be integrated numerically, with u = xv and the trapezoid rule in ln[x/(1 − x)] and ln[v/(1 − v)], after rewriting −2/(xr) as −∫₀^x 2x du/(x² + ur)² − 2/[r(x + r)]. This gives t_sub = 0.00308, 0.02323, 0.6462 and 5.080 at κ = 0.03, 0.1, 1 and 10. At κ = 10, t itself is only 0.0507, so t_sub there is almost entirely the subtraction. Gauss–Legendre quadrature of t_sub/κ² in ln κ from 0.01 to 3000, a two-point form a ln κ + b below, and the subtraction integrated exactly above, give 9.29113 for A50. The last digit is set by the treatment of the small-κ tail: moving the lower edge to 0.005 shifts the value by about 3×10⁻⁵. The integral is broad around κ ~ 1, with 9 % of it below κ = 0.1, 36 % below 1, 58 % below 3 and 21 % above 10.

Vacuum polarization is a separate term. The Uehling potential is a superposition of the Yukawa form above, with ρ dv = (α/π)v²(1 − v²/3)dv/(1 − v²) and M = 2/√(1 − v²). The result 16ρ/M³ integrates to 2∫₀¹v²(1 − v²/3)√(1 − v²)dv = 2(π/16 − π/96) = 5π/48 = 0.32725, which is not part of the A50 derived here.

For hydrogen, α = 7.29735256×10⁻³ and mc² = 37557.73 Ry, so (α/π)α⁴mc² = 2.473866×10⁻⁷ Ry. With αA50 = 7.29735256×10⁻³ × 9.291121 = 0.0678006, the 1S term is 2.473866×10⁻⁷ × 0.0678006 = 1.67730×10⁻⁸ Ry, and 1 Ry = 3.289842×10⁹ MHz makes it 55.18 MHz. Division by n³ = 8 gives 2.09662×10⁻⁹ Ry = 6.898 MHz for 2S. For the lower order, ∫₀^∞[F − 2/(ω + ½)]dω = −2 ln k0, because both terms grow as 2 ln 2K at an upper limit K and only the first carries k0. With τ = 1/η this reads ln k0 = −½∫₀¹(F − 4τ²)τ⁻³dτ, and adaptive quadrature gives 2.984129. Then A40 = 10/9 − (4/3)(2.984129) = −2.86773 and A41 ln α⁻² = 13.12065. Their sum 10.25292 times the prefactor is 2.53644×10⁻⁶ Ry, and the ratio is 0.067801/10.25292 = 0.00661.

A finite proton mass changes φ(0)² by (m_r/m)³ = 0.9983679, which gives 1.67456×10⁻⁸ Ry = 55.09 MHz for 1S. Recoil inside the scattering amplitude is of the same relative order m/M and is not included, so this figure carries only part of the mass correction. The neglect of nuclear size requires a radius small compared with 1/m, the scale of the momenta in the integral. The separation of κ ~ γ from κ ~ 1 requires Zα ≪ 1, and the terms of order (Zα)² in the bracket, (Zα)²[A62 ln²(Zα)⁻² + A61 ln(Zα)⁻² + A60], are not computed here. Relative to ZαA50 they scale as Zα ln²(Zα)⁻², which peaks at Zα = e⁻² (Z near 19), as Zα ln(Zα)⁻², which peaks at Zα = e⁻¹ (Z near 50), and as Zα, which rises for all Z. With the literature values for 1S, A62 = −1, A61 = (28/3)ln 2 − 21/20 and A60 ≈ −30.92, their sum is about −6 % of the A50 term for hydrogen and −24 % at Z = 10, and its magnitude goes on growing beyond Z = 19.
